Soler–Anglada filtering of strictly confined radial functions in a Bessel basis

**A case that can be seen through**

Take an s function confined to a sphere of radius R, with rf(r) = √(2/R) sin(kr) for r < R, k = π/R, and zero outside. Its norm ∫r²f²dr is 1. With the radial transform

f̃(q) = √(2/π) ∫₀^R r² j_l(qr) f(r) dr

and j₀(x) = sin x/x, the spectrum is

q f̃(q) = √(4/(πR)) ∫₀^R sin(qr) sin(kr) dr.

The integral is sin((q−k)R)/[2(q−k)] − sin((q+k)R)/[2(q+k)]. Since kR = π, both sines equal −sin(qR), so

q f̃(q) = −√(4/(πR)) k sin(qR)/(q²−k²).

Suppose a calculation can represent momenta only up to q_c. For q_c ≫ k and q_cR ≫ 1, replace sin² by its average ½. The weight above q_c is then

∫_{q_c}^∞ q²f̃² dq ≈ (4k²/πR)(½) ∫_{q_c}^∞ dq/q⁴ = 2k²/(3πR q_c³).

The slow decay comes from the slope that f has at R, where it is cut off.

The naive cure deletes f̃ above q_c. Transforming back and integrating once by parts gives, at large r,

r f_cut(r) = √(2/π) ∫₀^{q_c} q f̃ sin(qr) dq ≈ −√(2/π) q_c f̃(q_c) cos(q_c r)/r.

The function now has a tail reaching far outside the sphere. An orbital or projector treated this way overlaps distant atoms, and the sparsity that confinement provided is lost.

A second sine offers a better way. Let rf = √(2/R)[a₁ sin(kr) + a₂ sin(2kr)]. The second function has momentum 2k and, because sin(qR−2π) = +sin(qR), the opposite sign in its spectrum:

q f̃ = √(4/(πR)) sin(qR) [−a₁k/(q²−k²) + 2a₂k/(q²−4k²)].

Expand in 1/q². The leading bracket, (−a₁ + 2a₂)k/q², vanishes for a₁ = 2a₂, which is also the condition for zero slope at R. The next term is (−2a₂k³ + 8a₂k³)/q⁴ = 6a₂k³/q⁴. Normalization requires 5a₂² = 1, so the leakage becomes

(4/πR)(36k⁶/5)(½)/(7q_c⁷) = 72k⁶/(35πR q_c⁷).

This is smaller than before by the factor (108/35)(k/q_c)⁴. Two leaky confined functions have combined into a much less leaky one, still confined. The Soler–Anglada filter does this systematically: it finds the combinations by diagonalization.

**The confined basis and its spectrum**

Let F(r) = f(r)Y_lm, with f real and zero for r ≥ R. Use

φ_n(r) = N_n j_l(k_n r) for r < R, with j_l(k_nR) = 0.

One identity supplies everything needed. The functions u = j_l(qr) and v = j_l(kr) obey (r²u′)′ + [q²r² − l(l+1)]u = 0 and the same equation with k. Multiply the first by v, the second by u, subtract and integrate:

(q²−k²) ∫₀^R r²uv dr = R²[u v′ − v u′] at r = R.

For k = k_n, v(R) = 0 and v′(R) = k_n j_l′(k_nR), where the prime on j_l denotes the derivative with respect to its argument. Hence

∫₀^R r² j_l(qr) j_l(k_n r) dr = R² k_n j_l′(k_nR) j_l(qR)/(q²−k_n²).

Setting q = k_m ≠ k_n gives orthogonality. Letting q → k_n, with j_l(qR) ≈ R(q−k_n)j_l′(k_nR) and q²−k_n² ≈ 2k_n(q−k_n), gives R³[j_l′(k_nR)]²/2. At a zero, j_l′ = −j_{l+1}, so N_n = √(2/R³)/|j_{l+1}(k_nR)|. Multiplying the integral by √(2/π)N_n yields

φ̃_n(q) = s_n √(4R/π) k_n j_l(qR)/(q²−k_n²),

where s_n is the sign of j_l′(k_nR). At q = k_n the finite limit is meant. For l = 0 and n = 1 this is the first formula above.

**From leakage to an eigenproblem**

For f = Σc_nφ_n, the weight above q_c is L(f) = cᵀWc, with

W_nm = ∫_{q_c}^∞ q²φ̃_nφ̃_m dq.

The radial transform preserves scalar products, so the infinite tail can be replaced by a finite integral:

W_nm = δ_nm − ∫₀^{q_c} q²φ̃_nφ̃_m dq.

Diagonalize Wv_i = λ_iv_i in ascending order. Each λ_i is the fraction of the norm of v_i above q_c, so it lies between 0 and 1. It cannot be zero: the transform of a confined function is analytic in q, and if it vanished on the interval above q_c it would vanish everywhere.

The filter is a projection. With a_i = v_i·c and a tolerance ε,

g = Σ_{λ_i≤ε} a_i v_i, L(g) = Σ_{λ_i≤ε} λ_i a_i² ≤ ε‖g‖².

Each v_i is a sum of functions that vanish beyond R, so g does too. No cut is made afterwards.

In practice:

1. Choose R, q_c and N, with k_N several times q_c, and find the zeros of j_l.
2. Form W by quadrature over 0 < q < q_c.
3. Diagonalize W and compute c_n = ∫r²φ_nf dr.
4. Keep the eigenvectors with λ_i ≤ ε and sum g on the radial grid.

Why not simply keep the m lowest Bessel functions? Any m-dimensional subspace of the N-dimensional basis shares a nonzero vector with the span of v_m, …, v_N, because the dimensions m and N−m+1 add up to more than N. That vector has leakage at least λ_m. The worst leakage of any m-dimensional subspace is therefore at least λ_m, and the span of v₁, …, v_m attains this value.

This optimality concerns the worst function in the subspace, not one given f. If a single f matters, one may instead minimize ‖f−g‖² + μL(g) for a chosen μ > 0. Each coefficient b_i of g then minimizes (b_i−a_i)² + μλ_ib_i², giving b_i = a_i/(1+μλ_i). That smooth filter also preserves confinement, but it does not produce a fixed low-leakage subspace.

**What filtering costs**

Let Q project onto momenta above q_c. Since Q cannot lengthen a vector,

‖f−g‖ ≥ ‖Qf−Qg‖ ≥ √L(f) − √L(g).

In the other direction, the removed components all have λ_i > ε, so for f in the basis

‖f−g‖² = Σ_removed a_i² ≤ (1/ε) Σ_removed λ_ia_i² ≤ L(f)/ε.

The example is a model d orbital, f ∝ r²e^{−3r}(1−r²/R²)² with r in bohr, l = 2, R = 4 bohr, q_c = 8 bohr⁻¹ and N = 60. The band limit corresponds to q_c²/2 = 32 hartree, and k_N = 47.9 bohr⁻¹ is about 6q_c. Normalized to 1, the orbital has leakage 2.73×10⁻³.

At ε = 10⁻⁴ six functions survive. The squared change is 6.44×10⁻³ and the remaining leakage is 4.3×10⁻⁹. These are N = 60 values; they move to 6.47×10⁻³ and 4.1×10⁻⁹ at N = 240, and to 6.48×10⁻³ and 3.9×10⁻⁹ in the complete basis. The lower bound on the squared change is close to L(f) = 2.73×10⁻³, so the squared change is about 2.4 times its lower bound. The upper bound, 2.73×10⁻³/10⁻⁴ ≈ 27, says nothing here; it is useful only when L(f) ≪ ε.

The remaining leakage can be reconstructed. Going from five to six functions lowers the squared change from 9.81×10⁻³ to 6.44×10⁻³, so a₆² = 3.37×10⁻³. With λ₆ = 1.257×10⁻⁶ and ‖g‖² = 1 − 0.0064,

λ₆a₆²/‖g‖² ≈ 4.3×10⁻⁹.

The last function admitted thus carries nearly all of the leakage. It lies far below ε because λ₆ is below ε and a₆² is small. The six lowest Bessel functions, in contrast, contain a combination with leakage 1.5×10⁻², about 12 000 times λ₆.

An orbital may be renormalized after filtering. A pseudopotential projector χ should not be rescaled without thought: in |χ⟩D⟨χ|, multiplying χ by s multiplies the operator by s², so D must be divided by s² to leave it unchanged.

**How many functions are available**

Write u = rg and w = qg̃. Then w(q) = ∫₀^R A(q,r)u(r)dr with A = √(2/π) qr j_l(qr), for 0 < q < q_c. The in-band weight is the squared length of w, so in the complete basis the numbers 1−λ_i are the squared singular values of A. Their sum is S = ∫∫A² dq dr. With x = qr, y = q_cr and C = q_cR,

S = (2/π) ∫₀^C (dy/y) ∫₀^y x²j_l(x)² dx.

The function xj_l(x) oscillates with local wave number √(1−ν²/x²), where ν = l+½ in the semiclassical approximation. Its squared amplitude varies as the inverse of this wave number and tends to 1 at large x. Averaging the oscillation gives x²j_l² ≈ ½x/√(x²−ν²) for x > ν. The inner integral is ½√(y²−ν²), and

S ≈ (1/π)[√(C²−ν²) − ν arccos(ν/C)] ≈ C/π − ν/2 + ν²/(2πC).

Here C = 32 and ν = 2.5. The first two terms, q_cR/π − l/2 − ¼, give 8.936, and the third adds 0.031. The computed sum of the squared singular values is 8.966. The third term is only indicative: the averaging discards an oscillating piece of the same order, and the 1/C correction is better described by l(l+1)/(2πC) + (−1)^l cos(2C)/(4πC). At l = 2, C = 33 the correction is 0.027 rather than 0.030. The leakage indeed passes from small to large around the ninth state: 0.008, 0.20 and 0.83 for states 8, 9 and 10 in the complete-basis limit. A strict tolerance costs further functions, which is why six remain rather than nine. For l ≤ 3 even the best confined function leaks 0.1 to 0.25 when q_cR/π − l/2 = 1, about 2×10⁻³ when it is 2 and about 10⁻⁵ when it is 3. If the lowest leakage exceeds the tolerance, no function survives, and R or q_c must grow.

**A subtlety at the edge**

In the complete basis an eigenfunction ψ equals, inside the sphere, its own band-limited part divided by 1−λ. Nothing forces that smooth function to vanish at R, so ψ can end in a step, which is small for states of low leakage but large for those near and above the transition. Every φ_n vanishes at R, and convergence suffers.

To see how much, let U_n = rφ_n, w = rψ and D = −d²/dr² + l(l+1)/r², so that DU_n = k_n²U_n. Two integrations by parts give

k_n²c_n = −U_n′(R)w(R) + ∫₀^R U_n Dw dr,

because U_n(R) = 0. The normalization gives U_n′(R) = s_nk_n√(2/R). For large n the boundary term dominates, so c_n² ≈ 2Rψ(R)²/k_n². The k_n are spaced by nearly π/R, and the missing norm is

|b|² = Σ_{n>N} c_n² ≈ 2R²ψ(R)²/(πk̄), k̄ = k_N + π/(2R).

Split ψ = a + b into retained and missing parts. Multiplying (W−λ)ψ = 0 by aᵀ and by bᵀ and subtracting gives aᵀ(W−λ)a = bᵀ(W−λ)b. The missing functions lie almost wholly above q_c, so bᵀWb ≈ |b|². Within the retained basis, a satisfies the eigenvalue equation except for a residual from the in-band part of b. This residual is of order 1/k_N and shifts the eigenvalue only at order 1/k_N², so λ^(N) may be replaced by the leakage aᵀWa/|a|² of a. To leading order in 1/k_N,

λ^(N) − λ ≈ (1−λ) 2R²ψ(R)²/(πk̄).

For the ninth state with 240 functions, λ = 0.202, ψ(R) = 0.312 bohr^(−3/2) and k̄ = 189.7 bohr⁻¹. The law gives 4.17×10⁻³; the computed excess is 4.15×10⁻³. States of low leakage reach this regime later: for the sixth state the true excess is 0.63 of the law at N = 60 and 0.91 at N = 240. The error raises the eigenvalues, so a finite basis never understates the worst leakage λ_m attainable with m functions.

**Penalizing kinetic energy instead**

A step can be excluded by weighting the tail with another factor q²:

T_nm = ∫_{q_c}^∞ q⁴φ̃_nφ̃_m dq = k_n²δ_nm − ∫₀^{q_c} q⁴φ̃_nφ̃_m dq.

The first term follows from q²φ̃_n = k_n²φ̃_n + s_n√(4R/π)k_n j_l(qR). Multiply by q²φ̃_m and integrate over all q. The last term is proportional to the inverse transform of φ̃_m at r = R, which is φ_m(R) = 0.

For a function with a step, q²g̃² falls only as 1/q², and the extra q² makes the integral diverge. The limiting eigenfunctions must therefore vanish at R. The boundary term in c_n disappears, c_n falls as 1/k_n³, and the missing kinetic weight Σk_n²c_n², which sets the eigenvalue error here, falls as 1/k_N³. The eigenvalue error of the norm filter, set by the missing norm, falls only as 1/k_N. Between 60 and 240 functions the ninth eigenvalue changes by 5.8% for the norm weight and by 0.0025% for the kinetic weight. For the sixth eigenvalue, the last one kept, the contrast is milder: 6.0% and 1.4%.

Above q_c, q² ≥ q_c², so an eigenvalue of T below εq_c² also guarantees norm leakage below ε. At ε = 10⁻⁴ this variant again keeps six functions, with squared change 6.1×10⁻³ and norm leakage 7×10⁻⁹. For this orbital the two filters perform alike; from 60 functions upward the kinetic one is less sensitive to N.

**Return to the sharp cut, and to the grid**

Let B = 1−W. The sharply cut function has total norm cᵀBc, and its part inside R has coefficients Bc. The norm spilled outside is

cᵀBc − |Bc|² = Σλ_i(1−λ_i)a_i².

For the d orbital this is 2.0×10⁻⁴, in agreement with integration over the exterior. Cutting the result again at R restores confinement but leaves leakage 1.1×10⁻⁴, some 26 000 times that of the filter. It does stay closer to f: its squared change cᵀW²c cannot exceed L(f), since no λ_i exceeds 1. The filter accepts a squared change about 2.5 times as large in return for a much cleaner spectrum.

As a test of confinement, the filtered function was rebuilt from its spectrum between 4.5 and 6 bohr. It stays below 10⁻⁷ bohr^(−3/2), while the sharply cut function reaches 1.8×10⁻³ in the same units.

The benefit appears on a uniform grid of spacing h. For ρ = F² displaced by t, Poisson summation gives

h³ Σ_i ρ(r_i−t) = Σ_G e^{iG·t} ρ̂(G), ρ̂(G) = ∫ρ(x)e^{iG·x}d³x,

where the nonzero G have length at least 2π/h. Terms with G ≠ 0 make the norm depend on position. If F has no momenta above q_c, ρ̂ vanishes for |G| ≥ 2q_c, so h = π/q_c suffices. Here h = 0.393 bohr. Moving the d_xy orbital along x through eight positions in one grid step changes its grid norm by 6.0×10⁻³ of its mean before filtering and by 8×10⁻⁷ after. The second figure is for N = 60 and is not converged in the basis: it falls to 1.5×10⁻⁷ at N = 240 and to about 3×10⁻¹⁰ in the complete basis.

This protects the norm, not every matrix element. If a potential with momenta up to q_v multiplies ρ, the product reaches 2q_c + q_v, and an alias-free sum needs 2π/h ≥ 2q_c + q_v. A potential with sharper structure must be filtered as well, or the grid refined.

The leakages of states 5 to 14 and the scan over ε are in the numerical output below. Eigenvalues near the rounding level should not be read individually; the projection needs only the space they span.

Calculated quantities

```
angular momentum l = 2; confinement radius R = 4.0 bohr
orbital decay constant = 3.0 1/bohr
band limit qc = 8.0 1/bohr; energy qc^2/2 = 32.0 hartree
basis sizes: main 60, large 240
largest k: main 47.905, large 189.280 1/bohr
first three k: 1.44086 2.27375 3.08074 1/bohr
largest error of W against tail quadrature = 4.9e-07
largest error of kinetic matrix = 4.4e-05 1/bohr^2
state: leakage with main basis, large basis, basis-free limit
   5: 6.4922e-09  6.2066e-09  5.9880e-09
   6: 1.2573e-06  1.1859e-06  1.1451e-06
   7: 1.4252e-04  1.3291e-04  1.2853e-04
   8: 8.9697e-03  8.3224e-03  8.0746e-03
   9: 2.1808e-01  2.0607e-01  2.0192e-01
  10: 8.4521e-01  8.3384e-01  8.3007e-01
  11: 9.9450e-01  9.9379e-01  9.9357e-01
  12: 9.9991e-01  9.9990e-01  9.9989e-01
  13: 1.0000e+00  1.0000e+00  1.0000e+00
  14: 1.0000e+00  1.0000e+00  1.0000e+00
sum of in-band weights = 8.9663; rule = 8.9359
edge-law state = 9; psi(R) = 0.31192 bohr^-1.5
large-basis excess leakage: true 4.1514e-03, law 4.1700e-03
relative excess, main over large basis: norm 5.83e-02, kinetic 2.45e-05
leakage of unfiltered orbital = 2.7316e-03
eps: functions kept, squared change, leakage after filtering
  1e-02:  8  3.3370e-03  1.0585e-05
  1e-03:  7  4.4817e-03  2.8490e-07
  1e-04:  6  6.4422e-03  4.3067e-09
  1e-06:  5  9.8110e-03  4.5494e-11
worst leakage of 6 functions: optimal 1.2573e-06, lowest Bessel 1.5267e-02
kinetic variant at eps 1e-04: kept 6, squared change 6.1226e-03, norm leakage 7.0563e-09
largest value rebuilt at 4.5-6 bohr: filtered 3.0e-08, sharp cut 1.786e-03 bohr^-1.5
sharp cut, norm outside R: integral 1.9846e-04, matrix 1.9871e-04
sharp cut then cut back at R: leakage 1.1077e-04
grid spacing pi/qc = 0.3927 bohr
relative grid-norm variation: unfiltered 5.954e-03, filtered 8.401e-07
```
